# Band-bending correction to a valence-band offset measured by core-level photoemission: test program

```python
"""
Result under test: band-bending correction to a photoemission valence offset.
  true offset = apparent offset + C
  C = -kappa*[w*L - L^2*(1-exp(-w/L))] - [G*<y> + kappa_B*<y^2>/2]
Symbols (energies in eV, lengths in nm, number densities in nm^-3):
  w        depletion width of the substrate A
  L        attenuation length times cosine of the emission angle
  kappa    curvature of the electron energy, e^2 N/(eps0 eps_A), N signed
  G        slope of the electron energy in overlayer B at the interface
  kappa_B  curvature of the electron energy in B from its uniform charge
  y        height in B above the interface, averaged with escape weights
Offset = valence edge of B minus valence edge of A, at the interface.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid, quad, solve_bvp
from scipy.optimize import brentq

# e/eps0 converted so that field [V/nm] = CHARGE * sheet density [nm^-2] / eps
CHARGE = const.e / const.epsilon_0 * 1e9


# ---------- derived formulas ----------
def substrate_loss(kappa, w, L):
    """Interface energy minus escape-weighted energy in the substrate."""
    return kappa * (w * L + L**2 * np.expm1(-w / L))


def overlayer_moments(d, L):
    filled = -np.expm1(-d / L)
    y1 = d / filled - L
    y2 = d**2 / filled - 2 * L * y1
    return y1, y2


def correction(N, w, eps_a, rho_b, eps_b, sigma, d, L_a, L_b):
    kappa = CHARGE * N / eps_a
    slope = (eps_a * kappa * w + CHARGE * sigma) / eps_b
    y1, y2 = overlayer_moments(d, L_b)
    overlayer = slope * y1 + 0.5 * CHARGE * rho_b / eps_b * y2
    return -substrate_loss(kappa, w, L_a) - overlayer


def measured_bending(kappa, w, L):
    return kappa * w**2 / 2 - substrate_loss(kappa, w, L)


def width_from_bending(kappa, bending, L):
    return brentq(lambda w: measured_bending(kappa, w, L) - bending,
                  1e-6, 1e3, xtol=1e-12)


# ---------- independent road: Gauss's law and explicit averaging ----------
def simulate_stack(N, w, eps_a, rho_b, eps_b, sigma, d, L_a, L_b,
                   true_offset, dist_a, dist_b, L_a_in_b=1.7):
    """Return apparent offset and mean substrate energy from the charges."""
    t = np.concatenate([np.linspace(-w - 40 * L_a, -w, 40001),
                        np.linspace(-w, 0, 20001)[1:]])
    middle = (t[1:] + t[:-1]) / 2
    cell_charge = np.where(middle > -w, N, 0.0) * np.diff(t)
    displacement = np.concatenate([[0.0], np.cumsum(cell_charge)])
    energy_a = cumulative_trapezoid(CHARGE * displacement / eps_a, t, initial=0)
    y = np.linspace(0, d, 20001)
    field_b = CHARGE * (displacement[-1] + sigma + rho_b * y) / eps_b
    energy_b = energy_a[-1] + cumulative_trapezoid(field_b, y, initial=0)
    weight_a = np.exp(t / L_a - d / L_a_in_b)
    weight_b = np.exp(-(d - y) / L_b)
    core_a = energy_a - dist_a
    core_b = energy_b + true_offset - dist_b
    mean_a = trapezoid(weight_a * core_a, t) / trapezoid(weight_a, t)
    mean_b = trapezoid(weight_b * core_b, y) / trapezoid(weight_b, y)
    return dist_b - dist_a + mean_b - mean_a, mean_a + dist_a


# donors, acceptors, shallow depletion, charged overlayers and interfaces
cases = [
    (0.010, 9.0, 10.0, 0.000, 20.0, 0.000, 2.0, 2.0, 2.5),
    (-0.004, 12.0, 12.0, 0.003, 6.0, 0.020, 3.0, 1.5, 1.1),
    (0.020, 1.5, 8.0, -0.010, 5.0, -0.015, 1.0, 2.5, 2.0),
]
worst_stack = 0.0
for case in cases:
    apparent, _ = simulate_stack(*case, true_offset=-0.7,
                                 dist_a=30.0, dist_b=20.0)
    worst_stack = max(worst_stack, abs(apparent + correction(*case) + 0.7))
assert worst_stack < 2e-5  # trapezoid error of the explicit averages

# limits of shallow and deep probing, from direct quadrature of the parabola
def direct_fraction(ratio):
    """Mean of (1-u)^2 for depletion width over escape length = ratio."""
    return quad(lambda u: (1 - u)**2 * ratio * np.exp(-ratio * u), 0, 1,
                epsabs=1e-13, limit=200, points=[min(0.5, 5 / ratio)])[0]


assert abs((1 - direct_fraction(200.0)) / (2 / 200.0) - 1) < 0.01
assert direct_fraction(0.01) < 0.01  # nearly the whole bending is missed

# ---------- worked example: round model parameters ----------
N, eps_a, eps_b = 0.01, 10.0, 20.0
L_a, L_b, d = 2.0, 2.5, 2.0
dist_a, dist_b = 30.0, 20.0
bulk_binding_a, binding_a, binding_b = 31.4, 30.9, 22.0
temperature = 300.0
V_m = bulk_binding_a - binding_a
apparent_offset = dist_b - dist_a + binding_a - binding_b
kappa = CHARGE * N / eps_a
w = width_from_bending(kappa, V_m, L_a)
V_b = kappa * w**2 / 2
loss = substrate_loss(kappa, w, L_a)
w_closed = L_a + np.sqrt(2 * V_m / kappa - L_a**2)
assert abs(w_closed / w - 1) < 0.005
trial = np.linspace(0.05, 40, 400)
direct_means = [kappa * x**2 / 2 * direct_fraction(x / L_a) for x in trial]
assert np.all(np.diff(direct_means) > 0)  # hence only one width fits

y1, _ = overlayer_moments(d, L_b)
slope_b = eps_a * kappa * w / eps_b
results = {}
for name, sigma in (("interface", -N * w), ("surface", 0.0)):
    args = (N, w, eps_a, 0.0, eps_b, sigma, d, L_a, L_b)
    C = correction(*args)
    back, mean_energy = simulate_stack(*args, true_offset=apparent_offset + C,
                                       dist_a=dist_a, dist_b=dist_b)
    assert abs(back - apparent_offset) < 2e-5
    assert abs(mean_energy - V_m) < 2e-5
    results[name] = (C, apparent_offset + C)

# ---------- mobile carriers: full nonlinear Poisson equation ----------
kT = const.k * temperature / const.e
w_warm = width_from_bending(kappa, V_m - kT, L_a)
V_b_warm = kT + kappa * w_warm**2 / 2
depth = np.linspace(0, 60, 1201)
guess = V_b_warm * np.exp(-2 * depth / w)
solution = solve_bvp(
    lambda z, f: np.vstack([f[1], kappa * (1 - np.exp(-f[0] / kT))]),
    lambda left, right: np.array([left[0] - V_b_warm, right[0]]),
    depth, np.vstack([guess, -2 * guess / w]), tol=1e-7, max_nodes=50000)
assert solution.success
fine = np.linspace(0, 60, 60001)
profile = solution.sol(fine)[0]
escape = np.exp(-fine / L_a)
escape /= trapezoid(escape, fine)
mean_warm = trapezoid(escape * profile, fine)
slope_0 = solution.sol(0.0)[1]
first_integral = np.sqrt(2 * kappa * (V_b_warm - kT
                                      + kT * np.exp(-V_b_warm / kT)))
assert abs(-slope_0 / first_integral - 1) < 1e-4
curvature = kappa * (1 - np.exp(-profile / kT))
identity = V_b_warm + L_a * slope_0 + L_a**2 * trapezoid(escape * curvature, fine)
assert abs(identity - mean_warm) < 1e-5
warm_error = abs(mean_warm - V_m)
w_cold = np.sqrt(2 * V_b_warm / kappa)
cold_error = abs(measured_bending(kappa, w_cold, L_a) - mean_warm)
assert warm_error < 1e-3 and cold_error > 3 * warm_error

# ---------- line maximum against centroid ----------
nodes, node_weights = np.polynomial.legendre.leggauss(100)
z_nodes = w * (nodes + 1) / 2
levels = np.append(kappa * (w - z_nodes)**2 / 2, 0.0)
prob = np.append(node_weights * w / 2 * np.exp(-z_nodes / L_a) / L_a,
                 np.exp(-w / L_a))
mean_level = prob @ levels
mu2 = prob @ (levels - mean_level)**2
mu3 = prob @ (levels - mean_level)**3


def line_features(width):
    """Centroid and maximum of the synthetic Gaussian-broadened line."""
    grid = np.linspace(-9 * width, V_b + 9 * width, 4001)
    line = np.exp(-(grid[:, None] - levels)**2 / (2 * width**2)) @ prob
    centroid = trapezoid(grid * line, grid) / trapezoid(line, grid)

    def derivative(E):
        return prob @ ((levels - E) * np.exp(-(E - levels)**2 / (2 * width**2)))
    return centroid, brentq(derivative, 0.0, V_b, xtol=1e-13)


centroid_broad, peak_broad = line_features(3.0)
assert abs(centroid_broad - V_m) < 1e-6
assert abs((peak_broad - centroid_broad) / (-mu3 / (2 * 3.0**2)) - 1) < 0.03
line_width = 0.5
centroid, peak = line_features(line_width)
assert abs(centroid - V_m) < 1e-6 and V_m < peak < V_b

# ---------- second emission angle ----------
L_60 = L_a * np.cos(np.radians(60.0))
V_m_60 = measured_bending(kappa, w, L_60)
_, direct_60 = simulate_stack(N, w, eps_a, 0.0, eps_b, 0.0, d, L_60,
                              L_b / 2, -1.0, dist_a, dist_b)
assert abs(direct_60 - V_m_60) < 2e-5


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("donor density N", N, "nm^-3", 3)
show("relative permittivity of A", eps_a, "", 1)
show("relative permittivity of B", eps_b, "", 1)
show("escape length L in A, normal emission", L_a, "nm", 1)
show("escape length in B, normal emission", L_b, "nm", 1)
show("overlayer thickness d", d, "nm", 1)
show("core-to-valence distance D_A", dist_a, "eV", 1)
show("core-to-valence distance D_B", dist_b, "eV", 1)
show("flat-band core binding energy of A", bulk_binding_a, "eV", 1)
show("measured core binding energy of A", binding_a, "eV", 1)
show("measured core binding energy of B", binding_b, "eV", 1)
show("measured mean bending V_m", V_m, "eV", 3)
show("apparent valence offset", apparent_offset, "eV", 3)
show("curvature kappa", kappa, "eV/nm^2", 6)
show("depletion width w", w, "nm")
show("w from closed approximation", w_closed, "nm")
show("true bending V_b", V_b, "eV")
show("interface slope kappa*w in A", kappa * w, "eV/nm")
show("linear estimate kappa*w*L", kappa * w * L_a, "eV")
show("substrate term V_b - V_m", loss, "eV")
show("mean emitter height <y> in B", y1, "nm")
show("slope G_B, charge on outer surface", slope_b, "eV/nm")
show("overlayer term, charge on outer surface", slope_b * y1, "eV")
show("correction C, charge at interface", results["interface"][0], "eV")
show("true offset, charge at interface", results["interface"][1], "eV")
show("correction C, charge on outer surface", results["surface"][0], "eV")
show("true offset, charge on outer surface", results["surface"][1], "eV")
show("true offset, charge at interface", results["interface"][1]
     * const.e / const.physical_constants["Hartree energy"][0], "hartree", 5)
show("temperature", temperature, "K", 0)
show("thermal energy kT", kT, "eV", 5)
show("V_b with mobile carriers", V_b_warm, "eV")
show("substrate term with mobile carriers", V_b_warm - V_m, "eV")
show("error of thermal formula in V_m", warm_error * 1e3, "meV", 3)
show("error of depletion formula at same V_b", cold_error * 1e3, "meV", 3)
show("standard deviation of V over emitters", np.sqrt(mu2), "eV")
show("third central moment of V", mu3, "eV^3", 6)
show("Gaussian line width s (standard deviation)", line_width, "eV", 2)
show("line maximum minus centroid", peak - centroid, "eV")
show("estimate -mu3/(2 s^2)", -mu3 / (2 * line_width**2), "eV")
show("escape length L in A at 60 degrees", L_60, "nm", 2)
show("predicted mean bending at 60 degrees", V_m_60, "eV")
show("predicted core shift, 60 degrees minus normal", V_m_60 - V_m, "eV")
show("largest stack-test deviation", worst_stack * 1e6, "micro-eV", 3)
print("all good")
```

Printed output:

```
donor density N: 0.010 nm^-3
relative permittivity of A: 10.0
relative permittivity of B: 20.0
escape length L in A, normal emission: 2.0 nm
escape length in B, normal emission: 2.5 nm
overlayer thickness d: 2.0 nm
core-to-valence distance D_A: 30.0 eV
core-to-valence distance D_B: 20.0 eV
flat-band core binding energy of A: 31.4 eV
measured core binding energy of A: 30.9 eV
measured core binding energy of B: 22.0 eV
measured mean bending V_m: 0.500 eV
apparent valence offset: -1.100 eV
curvature kappa: 0.018095 eV/nm^2
depletion width w: 9.1656 nm
w from closed approximation: 9.1599 nm
true bending V_b: 0.7601 eV
interface slope kappa*w in A: 0.1659 eV/nm
linear estimate kappa*w*L: 0.3317 eV
substrate term V_b - V_m: 0.2601 eV
mean emitter height <y> in B: 1.1319 nm
slope G_B, charge on outer surface: 0.0829 eV/nm
overlayer term, charge on outer surface: 0.0939 eV
correction C, charge at interface: -0.2601 eV
true offset, charge at interface: -1.3601 eV
correction C, charge on outer surface: -0.3539 eV
true offset, charge on outer surface: -1.4539 eV
true offset, charge at interface: -0.04998 hartree
temperature: 300 K
thermal energy kT: 0.02585 eV
V_b with mobile carriers: 0.7528 eV
substrate term with mobile carriers: 0.2528 eV
error of thermal formula in V_m: 0.285 meV
error of depletion formula at same V_b: 5.371 meV
standard deviation of V over emitters: 0.2015 eV
third central moment of V: -0.006183 eV^3
Gaussian line width s (standard deviation): 0.50 eV
line maximum minus centroid: 0.0124 eV
estimate -mu3/(2 s^2): 0.0124 eV
escape length L in A at 60 degrees: 1.00 nm
predicted mean bending at 60 degrees: 0.6123 eV
predicted core shift, 60 degrees minus normal: 0.1123 eV
largest stack-test deviation: 0.003 micro-eV
all good
```
